# Why a gated channel shorted at both ends has no Dyakonov-Shur gain: verification in Python

```python
"""
Result under test: a frictionless gated electron channel with subsonic drift v0 < s
and zero alternating potential at both ends has only real eigenfrequencies,
    omega_n = n pi (s^2 - v0^2) / (s L),
whereas zero potential at the source and zero alternating current at the drain
(Dyakonov-Shur ends) give growth (s^2 - v0^2)/(2 L s) * ln((s + v0)/(s - v0)).

Symbols: u alternating gate-to-channel potential, w alternating velocity,
U0 steady gate swing, m effective mass, s = sqrt(e U0/m) wave speed, L length,
beta = v0/s, gamma = friction rate, time factor exp(-i omega t).
Scaled units in the tests: L = s = U0 = e/m = 1. The alternating current is
j = beta*u + w. An end load zeta means u = zeta * (current leaving the channel);
zeta = 0 is a short, zeta = infinity fixes the current.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm


# ---------- symbolic checks of the wave equation and conservation laws ----------
def check_local_laws():
    x, t = sp.symbols("x t", real=True)
    v0, U0, m = sp.symbols("v0 U0 m", positive=True)
    u = sp.Function("u")(x, t)
    w = sp.Function("w")(x, t)
    s2 = U0 / m
    continuity = u.diff(t) + v0 * u.diff(x) + U0 * w.diff(x)
    momentum = w.diff(t) + v0 * w.diff(x) + u.diff(x) / m
    wave = (u.diff(t, 2) + 2 * v0 * u.diff(x, t)
            + (v0**2 - s2) * u.diff(x, 2))
    eliminated = (continuity.diff(t) + v0 * continuity.diff(x)
                  - U0 * momentum.diff(x))
    assert sp.expand((eliminated - wave).doit()) == 0

    density = (u.diff(t)**2 + (s2 - v0**2) * u.diff(x)**2) / 2
    flux = v0 * u.diff(t)**2 - (s2 - v0**2) * u.diff(t) * u.diff(x)
    law = density.diff(t) + flux.diff(x) - u.diff(t) * wave
    assert sp.expand(law.doit()) == 0

    energy = m * U0 * w**2 / 2 + u**2 / 2 + m * v0 * u * w
    energy_flux = (U0 * w + v0 * u) * (m * v0 * w + u)
    law = (energy.diff(t) + energy_flux.diff(x)
           - (m * v0 * w + u) * continuity
           - m * (U0 * w + v0 * u) * momentum)
    assert sp.expand(law.doit()) == 0


# ---------- numerical solution of the first-order fluid equations ----------
def slope_matrix(omega, beta, gamma=0.0):
    transport = np.array([[beta, 1.0], [1.0, beta]])
    rates = np.diag([1j * omega, 1j * omega - gamma])
    return np.linalg.solve(transport, rates)


def end_mismatch(omega, beta, source=0.0, drain=0.0, gamma=0.0):
    if np.isinf(source):
        start = np.array([1.0, -beta], dtype=complex)
    else:
        start = np.array([-source, 1 + source * beta], dtype=complex)
    u, w = expm(slope_matrix(omega, beta, gamma)) @ start
    current = beta * u + w
    return current if np.isinf(drain) else u - drain * current


def find_root(function, first, second, tolerance=1e-12):
    f_first, f_second = function(first), function(second)
    for _ in range(60):
        if abs(second - first) < tolerance or f_second == f_first:
            return second
        new = second - f_second * (second - first) / (f_second - f_first)
        first, f_first = second, f_second
        second, f_second = new, function(new)
    raise RuntimeError("root search did not converge")


def root_near(function, guess, offset, tolerance=1e-12):
    start = guess + offset * (1 + 1j)
    return find_root(function, start, start - 0.1 * offset, tolerance)


def count_roots(function, left, right, bottom, top, points=300):
    corners = [left + 1j * bottom, right + 1j * bottom,
               right + 1j * top, left + 1j * top, left + 1j * bottom]
    path = np.concatenate([np.linspace(a, b, points)
                           for a, b in zip(corners[:-1], corners[1:])])
    values = np.array([function(z) for z in path])
    turns = np.sum(np.angle(values[1:] / values[:-1])) / (2 * np.pi)
    assert abs(turns - round(turns)) < 1e-6
    return int(round(turns))


def reflections(beta, source, drain):
    r_source = (-(1 - source * (1 - beta)) / (1 + source * (1 + beta))
                if not np.isinf(source) else (1 - beta) / (1 + beta))
    r_drain = (-(1 - drain * (1 + beta)) / (1 + drain * (1 - beta))
               if not np.isinf(drain) else (1 + beta) / (1 - beta))
    return r_source, r_drain


check_local_laws()

# Real frequencies, found from complex starting points
largest_error = 0.0
for beta in (0.05, 0.3, 0.6):
    spacing = np.pi * (1 - beta**2)
    for n in range(1, 5):
        root = root_near(lambda z: end_mismatch(z, beta),
                         n * spacing, 0.12 * spacing)
        largest_error = max(largest_error, abs(root - n * spacing))
assert largest_error < 1e-8

# Complete root counts in a region and in its growing part
beta = 0.3
spacing = np.pi * (1 - beta**2)
edge = 5.25 * spacing
counts = {}
for label, source, drain in (("short-short", 0.0, 0.0),
                             ("short-open", 0.0, np.inf),
                             ("open-open", np.inf, np.inf)):
    def condition(z, a=source, b=drain):
        return end_mismatch(z, beta, a, b)
    counts[label] = (count_roots(condition, -edge, edge, -spacing, spacing),
                     count_roots(condition, -edge, edge,
                                 0.02 * spacing, spacing))
assert counts["short-short"] == (11, 0)
assert counts["short-open"] == (10, 10)
assert counts["open-open"] == (11, 0)

# Round-trip reflection rule against roots of the fluid equations
round_trip = 2 / (1 - beta**2)
for source, drain in ((0, 0.2), (0, 3.0), (0, 8.0), (0.2, 0.4), (0, np.inf)):
    r_source, r_drain = reflections(beta, source, drain)
    expected = (4 * np.pi + 1j * np.log(complex(r_source * r_drain))) / round_trip
    root = root_near(lambda z: end_mismatch(z, beta, source, drain),
                     expected, 0.1 * spacing)
    assert abs(root - expected) < 1e-8
    if source == 0:
        assert (root.imag > 0) == (drain > 1 / beta)

# Mode shape, integral proof of reality, and equal energy exchange at the ends
nodes, weights = np.polynomial.legendre.leggauss(32)
nodes, weights = (nodes + 1) / 2, weights / 2
for n in (1, 2, 3):
    omega = root_near(lambda z: end_mismatch(z, beta),
                      n * spacing, 0.1 * spacing)
    matrix = slope_matrix(omega, beta)
    fields = np.array([expm(matrix * x) @ np.array([0, 1]) for x in nodes])
    u = fields[:, 0]
    shape = 1j * np.exp(-1j * n * np.pi * beta * nodes) * np.sin(n * np.pi * nodes)
    assert np.max(abs(u - shape)) < 1e-8
    du = (fields @ matrix.T)[:, 0]
    norm = np.sum(weights * abs(u)**2)
    momentum = np.sum(weights * np.conj(u) * (-1j) * du)
    gradient = np.sum(weights * abs(du)**2)
    assert abs(momentum.imag) < 1e-8
    quadratic = np.roots([norm, -2 * beta * momentum.real,
                          -(1 - beta**2) * gradient])
    assert min(abs(quadratic - omega)) < 1e-7
    w_drain = (expm(matrix) @ np.array([0, 1]))[1]
    assert abs(abs(w_drain) - 1) < 1e-8

# With fixed drain current the energy entering at the source supplies the growth
growth_formula = (1 - beta**2) / 2 * np.log((1 + beta) / (1 - beta))
omega = root_near(lambda z: end_mismatch(z, beta, 0, np.inf),
                  0.5 * spacing + 1j * growth_formula, 0.1 * spacing)
assert abs(omega.imag - growth_formula) < 1e-8
fields = np.array([expm(slope_matrix(omega, beta) * x) @ np.array([0, 1])
                   for x in nodes])
u, w = fields.T
stored = np.sum(weights * (abs(u)**2 / 2 + abs(w)**2 / 2
                           + beta * (u * np.conj(w)).real))
assert abs(2 * omega.imag * stored - beta) < 1e-8

# Uniform friction: oscillating modes decay at half the friction rate
gamma = 0.5
for n in (1, 2, 3):
    expected = (-0.5j * gamma + np.sqrt((n * spacing)**2
                - gamma**2 * (1 - beta**2) / 4))
    root = root_near(lambda z: end_mismatch(z, beta, gamma=gamma),
                     expected, 0.1 * spacing)
    assert abs(root - expected) < 1e-8
assert abs(end_mismatch(-1j * gamma, beta, gamma=gamma)) < 1e-10


# ---------- friction with its own non-uniform steady voltage profile ----------
def nonuniform_channel(omega, beta, gamma):
    def slopes(x, y):
        swing, a, b = y
        drift = beta / swing
        denominator = drift**2 - swing
        u = (drift * a - swing * b) / denominator
        w = (drift * b - a) / denominator
        return [-gamma * drift / (1 - drift**2 / swing),
                1j * omega * u, (1j * omega - gamma) * w]
    result = solve_ivp(slopes, (0, 1), np.array([1, 1, beta], dtype=complex),
                       method="DOP853", rtol=1e-10, atol=1e-12)
    assert result.success
    swing, a, b = result.y[:, -1]
    drift = beta / swing
    return (drift * a - swing * b) / (drift**2 - swing), swing.real


root = root_near(lambda z: nonuniform_channel(z, beta, 0.0)[0],
                 spacing, 0.1 * spacing, 1e-8)
assert abs(root - spacing) < 1e-6

# ---------- worked example: rough values in the AlGaN/GaN transistor regime ----------
length = 300e-9
gate_distance = 20e-9
permittivity_ratio = 9.0
mass_ratio = 0.2
swing_volts = 3.0
drift_speed = 1.0e5
q, hbar = const.e, const.hbar
mass = mass_ratio * const.m_e
permittivity = permittivity_ratio * const.epsilon_0
capacitance = permittivity / gate_distance
density = capacitance * swing_volts / q
speed = np.sqrt(q * swing_volts / mass)
beta = drift_speed / speed
assert 0 < beta < 1
rate_unit = speed / length
per_ps = 1e-12
spacing = np.pi * (1 - beta**2)
modes = [root_near(lambda z: end_mismatch(z, beta), n * spacing,
                   0.1 * spacing) * rate_unit for n in (1, 2, 3)]
for n, mode in enumerate(modes, start=1):
    target = n * np.pi * (speed**2 - drift_speed**2) / (speed * length)
    assert abs(mode / target - 1) < 1e-8
rest_frequency = speed / (2 * length)
trip_down = length / (speed + drift_speed)
trip_up = length / (speed - drift_speed)
ds_guess = spacing / 2 + 1j * beta
ds_mode = root_near(lambda z: end_mismatch(z, beta, 0, np.inf),
                    ds_guess, 0.1 * spacing) * rate_unit
ds_formula = np.log((1 + beta) / (1 - beta)) / (trip_down + trip_up)
assert abs(ds_mode.imag / ds_formula - 1) < 1e-7

print(f"Test: largest error of scaled real roots = {largest_error:.1e} (no unit)")
for label, (total, growing) in counts.items():
    print(f"Test: {label} ends, roots in region / growing = {total} / {growing}")
print(f"Channel length = {length*1e9:.0f} nm")
print(f"Gate distance = {gate_distance*1e9:.0f} nm")
print(f"Relative permittivity = {permittivity_ratio:.1f}")
print(f"Effective mass = {mass_ratio:.2f} electron masses")
print(f"Gate swing = {swing_volts:.1f} V")
print(f"Sheet density = {density*1e-4:.3e} cm^-2")
print(f"Drift speed = {drift_speed*100:.2e} cm/s")
print(f"Plasma wave speed = {speed*100:.3e} cm/s")
print(f"Drift ratio v0/s = {beta:.4f}")
print(f"Downstream / upstream time = {trip_down*1e12:.4f} / {trip_up*1e12:.4f} ps")
print(f"Round-trip time = {(trip_down+trip_up)*1e12:.4f} ps")
print(f"First frequency without drift = {rest_frequency*1e-12:.4f} THz")
for n, mode in enumerate(modes, start=1):
    print(f"Short-short mode {n} frequency = {mode.real/(2*np.pi)*1e-12:.4f} THz")
print(f"Short-short mode 1 quantum = {hbar*modes[0].real/q:.5f} eV")
print(f"Largest |growth| of these modes = "
      f"{max(abs(z.imag) for z in modes)*per_ps:.1e} 1/ps")
print(f"Dyakonov-Shur drain reflection = {(1+beta)/(1-beta):.4f}")
print(f"Dyakonov-Shur mode 1 frequency = {ds_mode.real/(2*np.pi)*1e-12:.4f} THz")
print(f"Dyakonov-Shur undamped growth = {ds_mode.imag*per_ps:.4f} 1/ps")

# Friction at two temperatures; the mobilities are rough low-field values
for temperature, mobility_cm in ((77, 10000.0), (300, 1500.0)):
    tau = mobility_cm * 1e-4 * mass / q
    gamma = 1 / (tau * rate_unit)
    guess = (-0.5j * gamma + np.sqrt(spacing**2
             - gamma**2 * (1 - beta**2) / 4))
    root = root_near(lambda z: nonuniform_channel(z, beta, gamma)[0],
                     guess, 0.05 * spacing, 1e-8)
    drain_swing = nonuniform_channel(root, beta, gamma)[1]
    assert root.imag < 0
    drop = swing_volts * (1 - drain_swing)
    print(f"{temperature} K: rough mobility = {mobility_cm:.0f} cm2/Vs, "
          f"relaxation time = {tau*1e12:.3f} ps")
    print(f"{temperature} K: uniform-friction decay = {0.5/tau*per_ps:.4f} 1/ps")
    print(f"{temperature} K: decay with dc profile = "
          f"{-root.imag*rate_unit*per_ps:.4f} 1/ps")
    print(f"{temperature} K: dc drop = {drop:.4f} V, "
          f"mean field = {drop/length*1e-8:.5f} MV/cm")
    lateral_field = drop / length

# Imperfect terminations: resistance at both ends, or inductance at drain only
line_resistance = 1 / (capacitance * speed)
contact_resistance = 0.3e-3
load = contact_resistance / line_resistance
r_source, r_drain = reflections(beta, load, load)
contact_rate = np.log(abs(r_source * r_drain)) / (trip_down + trip_up)
access_length = 50e-9
access_ratio = access_length / length
inductive = root_near(
    lambda z: end_mismatch(z, beta, 0, -1j * z * access_ratio),
    np.pi / (1 + access_ratio), 0.05) * rate_unit
assert contact_rate < 0
assert 0 < inductive.imag < ds_mode.imag
print(f"Channel wave resistance = {line_resistance*1e3:.4f} ohm mm")
print(f"Drain resistance needed for gain = {line_resistance/beta*1e3:.3f} ohm mm")
print(f"Rough contact resistance at each end = {contact_resistance*1e3:.2f} ohm mm")
print(f"Growth with these contacts = {contact_rate*per_ps:.3f} 1/ps")
print(f"Unbalanced drain access length = {access_length*1e9:.0f} nm")
print(f"Growth from its inductance, no friction = {inductive.imag*per_ps:.4f} 1/ps")

# Other neglected effects, estimated for the first mode
wave_number = np.pi / length
kd = wave_number * gate_distance
gate_shift = 1 / np.sqrt(kd * (1 + 1 / np.tanh(kd))) - 1
fermi_speed = hbar * np.sqrt(2 * np.pi * density) / mass
fermi_energy = mass * fermi_speed**2 / 2
pressure_shift = np.sqrt(1 + fermi_speed**2 / (2 * speed**2)) - 1
gap_rough = 3.4 * q
mass_shift = 1 / np.sqrt(1 + 2 * fermi_energy / gap_rough) - 1
viscous_decay = hbar / mass * wave_number**2 / 2
vertical_field = q * density / permittivity
breakdown_rough = 3e8
barrier_rough = 1.0 * q
tunnel_exponent = (4 * np.sqrt(2 * mass) * barrier_rough**1.5
                   / (3 * hbar * q * vertical_field))
assert max(vertical_field, lateral_field) < breakdown_rough
print(f"Gate distance times wave number = {kd:.4f} (no unit)")
print(f"Frequency shift, nonlocal gate response = {100*gate_shift:.2f} %")
print(f"Frequency shift, Fermi pressure = {100*pressure_shift:.2f} %")
print(f"Frequency shift, nonparabolic mass (rough) = {100*mass_shift:.2f} %")
print(f"Viscous decay for viscosity hbar/m (rough) = {viscous_decay*per_ps:.4f} 1/ps")
print(f"Fermi energy = {fermi_energy/q:.4f} eV; "
      f"kT at 300 K = {const.k*300/q:.4f} eV")
print(f"Vertical channel field = {vertical_field*1e-8:.3f} MV/cm; "
      f"rough breakdown = {breakdown_rough*1e-8:.1f} MV/cm")
print(f"Tunnelling factor, rough {barrier_rough/q:.1f} eV barrier = "
      f"{np.exp(-tunnel_exponent):.1e} (no unit)")
print("all assertions hold")
```

Printed output:

```
Test: largest error of scaled real roots = 1.8e-15 (no unit)
Test: short-short ends, roots in region / growing = 11 / 0
Test: short-open ends, roots in region / growing = 10 / 10
Test: open-open ends, roots in region / growing = 11 / 0
Channel length = 300 nm
Gate distance = 20 nm
Relative permittivity = 9.0
Effective mass = 0.20 electron masses
Gate swing = 3.0 V
Sheet density = 7.461e+12 cm^-2
Drift speed = 1.00e+07 cm/s
Plasma wave speed = 1.624e+08 cm/s
Drift ratio v0/s = 0.0616
Downstream / upstream time = 0.1740 / 0.1968 ps
Round-trip time = 0.3708 ps
First frequency without drift = 2.7071 THz
Short-short mode 1 frequency = 2.6968 THz
Short-short mode 2 frequency = 5.3937 THz
Short-short mode 3 frequency = 8.0905 THz
Short-short mode 1 quantum = 0.01115 eV
Largest |growth| of these modes = 1.7e-16 1/ps
Dyakonov-Shur drain reflection = 1.1312
Dyakonov-Shur mode 1 frequency = 1.3484 THz
Dyakonov-Shur undamped growth = 0.3325 1/ps
77 K: rough mobility = 10000 cm2/Vs, relaxation time = 1.137 ps
77 K: uniform-friction decay = 0.4397 1/ps
77 K: decay with dc profile = 0.4448 1/ps
77 K: dc drop = 0.0303 V, mean field = 0.00101 MV/cm
300 K: rough mobility = 1500 cm2/Vs, relaxation time = 0.171 ps
300 K: uniform-friction decay = 2.9314 1/ps
300 K: decay with dc profile = 2.9686 1/ps
300 K: dc drop = 0.2081 V, mean field = 0.00694 MV/cm
Channel wave resistance = 0.1545 ohm mm
Drain resistance needed for gain = 2.510 ohm mm
Rough contact resistance at each end = 0.30 ohm mm
Growth with these contacts = -6.184 1/ps
Unbalanced drain access length = 50 nm
Growth from its inductance, no friction = 0.0494 1/ps
Gate distance times wave number = 0.2094 (no unit)
Frequency shift, nonlocal gate response = -9.61 %
Frequency shift, Fermi pressure = 1.48 %
Frequency shift, nonparabolic mass (rough) = -2.53 %
Viscous decay for viscosity hbar/m (rough) = 0.0317 1/ps
Fermi energy = 0.0893 eV; kT at 300 K = 0.0259 eV
Vertical channel field = 1.500 MV/cm; rough breakdown = 3.0 MV/cm
Tunnelling factor, rough 1.0 eV barrier = 1.4e-09 (no unit)
all assertions hold
```
